# The Fermi hole of beryllium and neon from nucleus to tail

## The problem

Take the beryllium and neon atoms in restricted Hartree-Fock theory, non-relativistic and with a point nucleus. One electron is found at $\mathbf r_1$. The density of the other electrons of the same spin is then lower than the full density of that spin, for two reasons: the electron at $\mathbf r_1$ is not one of the others, and the Pauli principle keeps the others away from it. The whole depletion is called the Fermi hole.

(a) Plot the hole for positions $\mathbf r_1$ running from the nucleus into the tail of the atom. (b) Verify that it removes one electron. (c) Decide where the hole is when $\mathbf r_1$ lies far outside the atom.

Hartree atomic units are used: lengths in bohr, energies in hartree. The occupied orbitals $\phi_i$ of one spin are real and orthonormal. There are two of them in Be (1s, 2s) and five in Ne (1s, 2s and three 2p). Define

$$\gamma(\mathbf r_1,\mathbf r_2)=\sum_i\phi_i(\mathbf r_1)\phi_i(\mathbf r_2),\qquad n(\mathbf r)=\gamma(\mathbf r,\mathbf r)=\sum_i\phi_i(\mathbf r)^2 .$$

Here $n$ is the density of one spin, half the total density of these closed-shell atoms.

## A tempting solution

Two electrons of the same spin cannot be at the same point. At $\mathbf r_2=\mathbf r_1$ the hole must therefore cancel the whole density, so its depth there is $n(\mathbf r_1)$. It also removes one electron. Suppose it is a ball of constant depth centred on the electron. Its radius $R$ follows from

$$\frac{4\pi}{3}R^3\,n(\mathbf r_1)=1,\qquad R=\left(\frac{3}{4\pi n(\mathbf r_1)}\right)^{1/3}.$$

For Be at $r_1=8$ the computed density is $n=1.83\times10^{-6}$ bohr$^{-3}$, which gives $R\approx51$ bohr. The answer to (c) would be that the hole travels with the electron and swells as the density thins out.

## Where it fails

The depth at the electron and the total charge are both right, as shown below. The fault is the assumption that the depth at $\mathbf r_1$ also holds elsewhere in the hole.

The ball contradicts itself. A hole cannot remove more density than is present, so its depth at $\mathbf r_2$ may not exceed $n(\mathbf r_2)$. The density of an atom falls outwards in the tail. Just beyond the electron, $n(\mathbf r_2)$ is already smaller than $n(\mathbf r_1)$, and the ball would leave a negative density there. The shape of the hole has to be computed from the wave function.

## The hole from the determinant

For a given assignment of spins, the closed-shell determinant factorizes into one determinant for each spin. Integrating over the electrons of the other spin gives a factor of one. What remains is an $N$-electron determinant $\Phi=(N!)^{-1/2}\det[\phi_i(\mathbf r_k)]$ for one spin. Its pair density, counting ordered pairs, is

$$P(\mathbf r_1,\mathbf r_2)=N(N-1)\int\Phi^2\,d\mathbf r_3\cdots d\mathbf r_N .$$

Expand the determinant in the $2\times2$ minors that belong to electrons 1 and 2:

$$\Phi=\frac{1}{\sqrt{N!}}\sum_{i<j}\pm M_{ij}\,D_{ij},\qquad M_{ij}=\phi_i(\mathbf r_1)\phi_j(\mathbf r_2)-\phi_j(\mathbf r_1)\phi_i(\mathbf r_2).$$

$D_{ij}$ is the determinant of the remaining orbitals for electrons 3 to $N$. Orthonormality makes different $D_{ij}$ orthogonal, and each has the squared norm $(N-2)!$. The prefactor becomes $N(N-1)(N-2)!/N!=1$, so

$$P=\sum_{i<j}M_{ij}^2=\frac12\sum_{i,j}M_{ij}^2 .$$

The second form is allowed because $M_{ii}=0$ and $M_{ji}^2=M_{ij}^2$. Writing out the square,

$$P=\frac12\sum_{i,j}\left[\phi_i(\mathbf r_1)^2\phi_j(\mathbf r_2)^2+\phi_j(\mathbf r_1)^2\phi_i(\mathbf r_2)^2-2\phi_i(\mathbf r_1)\phi_i(\mathbf r_2)\,\phi_j(\mathbf r_1)\phi_j(\mathbf r_2)\right].$$

Each of the first two terms sums to $n(\mathbf r_1)n(\mathbf r_2)$, and the double sum in the third is $\gamma^2$. Hence $P=n(\mathbf r_1)n(\mathbf r_2)-\gamma(\mathbf r_1,\mathbf r_2)^2$.

Given an electron at $\mathbf r_1$, the density of the others with its spin is

$$\frac{P}{n(\mathbf r_1)}=n(\mathbf r_2)+h(\mathbf r_1,\mathbf r_2),\qquad h(\mathbf r_1,\mathbf r_2)=-\frac{\gamma(\mathbf r_1,\mathbf r_2)^2}{n(\mathbf r_1)} .$$

At coincidence $h=-n(\mathbf r_1)$, the depth used in the tempting solution. Since $P\ge0$, the bound $|h|\le n(\mathbf r_2)$ also holds.

## One electron is missing, from one orbital

Integrate over $\mathbf r_2$ and use $\int\phi_i\phi_j\,d\mathbf r_2=\delta_{ij}$:

$$\int h\,d\mathbf r_2=-\frac{1}{n(\mathbf r_1)}\sum_{i,j}\phi_i(\mathbf r_1)\phi_j(\mathbf r_1)\,\delta_{ij}=-\frac{n(\mathbf r_1)}{n(\mathbf r_1)}=-1 .$$

This holds wherever $n(\mathbf r_1)>0$. It needs fully occupied orbitals. With occupations $f_i$ between 0 and 1, so that $\gamma$ and $n$ carry factors $f_i$, the same formula for $h$ would integrate to $-\sum_i f_i^2\phi_i(\mathbf r_1)^2/\sum_i f_i\phi_i(\mathbf r_1)^2$. That is smaller than one in magnitude wherever a fractionally occupied orbital contributes.

The square in $h$ says more. Set

$$c_i=\frac{\phi_i(\mathbf r_1)}{\sqrt{n(\mathbf r_1)}},\qquad \sum_ic_i^2=1,\qquad g(\mathbf r_2)=\sum_ic_i\phi_i(\mathbf r_2),\qquad h=-g(\mathbf r_2)^2 .$$

The hole is minus the density of one normalized orbital $g$, built from the occupied orbitals. The position of the electron enters through the mixing coefficients $c_i$ and nowhere else. Moving the electron remixes a fixed set of functions, all of them attached to the atom.

This settles what the ball got wrong. If one orbital $\phi_v$ supplies nearly all the density at $\mathbf r_1$, then $c_v^2\approx1$ and $h\approx-\phi_v(\mathbf r_2)^2$. The small factor $\phi_v(\mathbf r_1)^2$ in $\gamma^2$ has cancelled against $n(\mathbf r_1)$. With the electron in the tail, where $\phi_v(\mathbf r_1)$ is small, the hole is shallow at the electron and deep where $\phi_v$ is large.

By contrast, occupied plane waves make $\gamma$ a function of $\mathbf r_1-\mathbf r_2$ alone. In a homogeneous gas the hole does travel with the electron.

## How close is "nearly"?

Let $w=\sum c_i^2$, summed over the highest occupied level (2s in Be, the three 2p orbitals in Ne). Let $v$ be the part of $g$ in that level, divided by its norm $\sqrt w$. Then $\langle g|v\rangle=\sqrt w$, and the Cauchy-Schwarz inequality gives

$$\int|g^2-v^2|\,d\mathbf r_2=\int|g-v|\,|g+v|\,d\mathbf r_2\le\|g-v\|\,\|g+v\| .$$

Both functions are normalized, so the squared norms are $2-2\sqrt w$ and $2+2\sqrt w$. Their product is $4(1-w)$, and therefore

$$\int|g^2-v^2|\,d\mathbf r_2\le2\sqrt{1-w}.$$

No assumption about the decay of orbitals at infinity is needed. Where $w$ is close to one, the hole is close to $-v^2$, minus the density of a single orbital from the highest level. In Ne this is the 2p orbital that points along the direction of the electron.

## Beryllium

The orbitals were computed in a large Gaussian basis. To show the hole in one dimension, collect its charge on spheres about the nucleus:

$$p(r_2)=r_2^2\int|h|\,d\Omega_2,\qquad\int_0^\infty p\,dr_2=1 .$$

In the plot below each row belongs to one position of the electron. The digits give $p$ at $r_2=0,\,0.2,\,0.4,\dots,6$ bohr, scaled so that 9 is the largest value in the row.

```
r1=0.00 |0984200000000000000000000000000|
r1=0.50 |0984210000000000000000000000000|
r1=1.00 |0996433222222221111111000000000|
r1=2.00 |0100135689998876654332221111100|
r1=4.00 |0110125689998876654332221111100|
r1=8.00 |0110125689998876654332221111100|
```

Quadrature in three dimensions gives a charge of $-1.000000$ in all six cases.

Both orbitals are s functions, so $g$ is spherical. The hole is centred on the nucleus wherever the electron is.

The minimum of the radial density, at 1.095 bohr, serves as the boundary between core and valence shell. With the electron at the nucleus, the 1s weight $c_{1s}^2$ is 0.968 and only 0.027 of the hole lies outside the boundary. The 1s weight falls to one half at 1.03 bohr, close to the boundary. At $r_1=2$ it is 0.0016, and 0.959 of the hole lies outside.

The 1s weight does not fall steadily: at $r_1=0.5$ it has risen to 0.995. The 2s orbital is very small there. Its radial density, read from the hole at $r_1=8$, is 0.0059 per bohr at $r_2=0.5$. The one-spin radial density at that radius is $4\pi(0.5)^2(0.395)=1.24$ per bohr. The 2s share is $0.0059/1.24=0.005$, which accounts for the value.

From $r_1=4$ to 8 bohr the electron doubles its distance, while the mean radius of the hole stays at 2.649 bohr. The part outside the boundary stays at 0.956. The missing 0.044 is the inner part of the 2s orbital itself, since the 1s weight is zero to four decimals.

The two depths can now be compared for $r_1=8$. At $r_2=2$ the hole has the depth $0.3954/(4\pi\cdot2^2)=7.9\times10^{-3}$ bohr$^{-3}$. At the electron it is $1.83\times10^{-6}$ bohr$^{-3}$, about 4300 times less. Only $10^{-5}$ of the hole's charge lies within 1 bohr of the electron.

The density left for the same spin is $n+h\approx\phi_{1s}^2+\phi_{2s}^2-\phi_{2s}^2=\phi_{1s}^2$. An electron found far outside leaves an atom with a 2s vacancy.

## Neon

Put the electron on the $z$ axis. The orbitals $2p_x$ and $2p_y$ vanish there, so $g$ contains 1s, 2s and $2p_z$. The plot has a step of 0.1 bohr and ends at 3 bohr.

```
r1=0.00 |0951000000000000000000000000000|
r1=0.20 |0952100000000000000000000000000|
r1=0.40 |0346799987655433221111100000000|
r1=1.00 |0113689988765433221111100000000|
r1=2.50 |0024789988765433222111110000000|
r1=5.00 |0025789988765433222111110000000|
```

The charge is again $-1.000000$ in every row. The shell boundary is at 0.307 bohr, and the 1s weight passes one half at 0.279 bohr. While the electron goes from 2.5 to 5 bohr, the mean radius of the hole changes from 0.959 to 0.965 bohr. About 0.95 of the charge lies on the valence side of the boundary.

The angular average hides a feature that Be does not have. Inside the valence shell the hole leans towards the electron: at $r_1=1$, 0.87 of it lies in the half-space $z>0$. The cause is interference between s and p orbitals. Every term of $g$ is non-negative at the electron, because $c_i\phi_i(\mathbf r_1)=\phi_i(\mathbf r_1)^2/\sqrt{n(\mathbf r_1)}$. At the opposite point $-\mathbf r_1$ the p term has changed sign and works against the s terms.

A pure $2p_z$ hole would be symmetric, with half its charge on the far side of the nucleus. At $r_1=5$ the fraction in front has come down to 0.57. The weight of the 2p level is $w=0.994$, and the bound gives $2\sqrt{1-0.99364}=0.16$. The integrated difference from the $2p_z$ density is 0.13.

A weight of 0.6 % outside the 2p level has this visible effect because interference is linear in the small amplitude $\sqrt{0.0064}=0.08$. At this distance $w$ and the fraction in front agree with the basis-set limit to the digits shown. The location of the hole on the valence shell does not depend on this detail.

## The hole seen through its potential

The potential energy of the electron in the field of its own hole is

$$V(\mathbf r_1)=\int\frac{h(\mathbf r_1,\mathbf r_2)}{|\mathbf r_1-\mathbf r_2|}\,d\mathbf r_2 .$$

The repulsion within one spin is $\frac12\int\!\!\int P/r_{12}$, with $r_{12}=|\mathbf r_1-\mathbf r_2|$. Its part due to $h$ is $\frac12\int nV\,d\mathbf r_1$. Two equal spins give the exchange energy $E_x=\int nV\,d\mathbf r_1$. Computed from the hole, it is $-2.66691$ hartree for Be and $-12.10834$ hartree for Ne. The exchange matrix gives the same values to the digits shown. The last digit for Ne depends on the basis: the basis-set limit is $-12.10835$ hartree, lower by about $1\times10^{-5}$.

If the electron is outside practically all of the hole, expand $1/|\mathbf r_1-\mathbf r_2|=\sum_l (r_2^l/r_1^{l+1})P_l(\cos\theta_2)$. Products of s and p functions contain no angular momentum above $l=2$, so the series stops:

$$-r_1V=1+\frac{\langle z\rangle}{r_1}+\frac{\langle r^2P_2\rangle}{r_1^2},$$

with averages over $g^2$. For Ne at $r_1=5$ this is $1+0.0829/5+0.4883/25=1.036$, in agreement with the direct integral. For Be at $r_1=8$ both corrections vanish by symmetry, and the integral gives 0.9999.

The travelling ball can be judged by the same quantity. The potential at its centre has the magnitude $\int_0^R n\,4\pi r\,dr=2\pi nR^2=3/(2R)$. For Be at $r_1=8$ this gives $-r_1V=3\cdot8/(2\cdot51)\approx0.24$, a quarter of the correct value. The attraction close to $-1/r_1$ comes from a whole unit of charge left at the atom.

## Answer and its range

The hole contains one missing electron for every position of the reference electron. It sits on the core while the electron is deep in the core, and changes over gradually as the electron approaches and crosses the shell boundary; with the electron on the boundary about two thirds of it already lies outside, in both atoms. It then remains on the valence shell: as a spherical 2s hole in Be, and in Ne as a mixture of s and 2p orbitals that leans towards the electron and has become a nearly pure 2p hole along the direction of the electron by $r_1=5$.

In the main results, the electron at 8 bohr (4.23 Å) from the Be nucleus has a hole of mean radius 2.65 bohr (1.40 Å). For Ne the figures are 5 bohr (2.65 Å) and 0.97 bohr (0.51 Å).

These statements cover the distances computed. Much further out, weights taken from a Gaussian basis can depend on its last functions and need a separate test. Where $w$ is close to one, the bound fixes the shape of the hole. A smaller $w$ does not by itself move the hole off the valence shell, because in Ne the 2s orbital belongs to that shell too. The hole treated here is the exchange hole of a single determinant. The correlation of electrons through their Coulomb repulsion, including all correlation between opposite spins, is left out. The remaining values are in the numerical output.

## Computed results

```
near = hole charge within 1 bohr of the electron; charges in e
Be: E_HF = -14.57302 hartree, basis change 2.2e-07 hartree
shell boundary 1.095 bohr = 0.579 A; 1s weight 1/2 at 1.034 bohr
E_x: hole -2.66691, matrix -2.66691 hartree
r1/bohr charge/e w_1s  outer <r2>/bohr near front  -r1*V n(r1)/bohr^-3
 0.00 -1.000000 0.9679 0.0271  0.452  0.96594 0.5000 0.0000  1.76e+01
 0.50 -1.000000 0.9953 0.0136  0.412  0.91611 0.5000 0.9273  3.95e-01
 1.00 -1.000000 0.5736 0.4735  1.466  0.22078 0.5000 0.7463  2.01e-02
 2.00 -1.000000 0.0016 0.9591  2.654  0.03023 0.5000 0.7819  7.88e-03
 4.00 -1.000000 0.0000 0.9561  2.649  0.00298 0.5000 0.9793  6.35e-04
 8.00 -1.000000 0.0000 0.9561  2.649  0.00001 0.5000 0.9999  1.83e-06
tail: top-level weight 1.00000, difference 0.0000, bound 0.0000
tail: <z> 0.0000 bohr, <r^2 P2> -0.0000 bohr^2, multipole -r1*V 1.00000
tail: mean hole radius 1.402 A, electron at 4.233 A
plot: r2 = 0 to 6.0 bohr, step 0.2 bohr, 9 = row maximum
r1=0.00 |0984200000000000000000000000000|
r1=0.50 |0984210000000000000000000000000|
r1=1.00 |0996433222222221111111000000000|
r1=2.00 |0100135689998876654332221111100|
r1=4.00 |0110125689998876654332221111100|
r1=8.00 |0110125689998876654332221111100|
r2/bohr; radial hole charge (e/bohr) for r1 in the order above
 0.25   1.9880   1.9716   0.8208   0.0294   0.0514   0.0515
 0.50   1.2247   1.2400   0.6264   0.0010   0.0058   0.0059
 1.00   0.0995   0.1274   0.2521   0.1175   0.1075   0.1075
 2.00   0.0078   0.0003   0.1845   0.3960   0.3954   0.3954
 4.00   0.0041   0.0006   0.0545   0.1275   0.1277   0.1277
Ne: E_HF = -128.54705 hartree, basis change 8.7e-05 hartree
shell boundary 0.307 bohr = 0.162 A; 1s weight 1/2 at 0.279 bohr
E_x: hole -12.10834, matrix -12.10834 hartree
r1/bohr charge/e w_1s  outer <r2>/bohr near front  -r1*V n(r1)/bohr^-3
 0.00 -1.000000 0.9477 0.0697  0.176  0.98329 0.5000 0.0000  3.06e+02
 0.20 -1.000000 0.8287 0.2133  0.292  0.92867 0.5752 0.8895  7.22e+00
 0.40 -1.000000 0.0956 0.9004  0.887  0.73233 0.8633 0.8041  1.48e+00
 1.00 -1.000000 0.0000 0.9576  0.945  0.64180 0.8719 1.3458  2.31e-01
 2.50 -1.000000 0.0000 0.9536  0.959  0.01225 0.7355 1.1834  1.60e-03
 5.00 -1.000000 0.0000 0.9520  0.965  0.00001 0.5653 1.0361  1.22e-06
tail: top-level weight 0.99364, difference 0.1339, bound 0.1595
tail: <z> 0.0829 bohr, <r^2 P2> 0.4883 bohr^2, multipole -r1*V 1.03611
tail: mean hole radius 0.511 A, electron at 2.646 A
plot: r2 = 0 to 3.0 bohr, step 0.1 bohr, 9 = row maximum
r1=0.00 |0951000000000000000000000000000|
r1=0.20 |0952100000000000000000000000000|
r1=0.40 |0346799987655433221111100000000|
r1=1.00 |0113689988765433221111100000000|
r1=2.50 |0024789988765433222111110000000|
r1=5.00 |0025789988765433222111110000000|
r2/bohr; radial hole charge (e/bohr) for r1 in the order above
 0.10   5.3485   4.3549   0.2749   0.0767   0.0464   0.0312
 0.20   2.9191   2.5398   0.3953   0.1478   0.1868   0.2033
 0.40   0.1221   0.3232   0.7453   0.6671   0.6972   0.7109
 0.80   0.0444   0.1469   0.8376   0.9366   0.8883   0.8675
 1.60   0.0095   0.0422   0.2120   0.2292   0.2414   0.2466
```
